# Mesh error of exact exchange with a spherically truncated Coulomb kernel, part 1

(Sections cited here and not found follow in the later parts.)

A plane-wave calculation with exact exchange on a mesh of $N_k$ points needs two decisions: what to put in place of $4\pi/q^2$, which is infinite at $q=0$, and how large and of what shape the mesh must be for a given accuracy. The Spencer–Alavi prescription settles the first by cutting the Coulomb potential off at the radius $R_c$ of a sphere whose volume equals that of the supercell defined by the mesh. The second decision depends on the law by which the remaining error falls. One might expect this error to be the exchange interaction lost beyond $R_c$. That loss is one of three terms. For an exponentially decaying density matrix its upper bound has the largest decay exponent of the three, and in the model insulator below it is the term that decays fastest. The other two come from periodic copies of the density matrix that lie inside the sphere. In the model insulator they set the size and the sign of the error, and in the twist-averaged electron gas, where only one of them survives, that one outweighs the loss and sets the sign.

## 1. Conventions

The algebra is in atomic units, so the Coulomb potential is $1/s$. Numbers are in eV and ångström. The primitive cell has volume $\Omega$, lattice vectors $\mathbf R$ and reciprocal vectors $\mathbf G$. Bloch orbitals $\phi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$ are normalized to one over the primitive cell. All quantities refer to one spin. The kernel of the occupied projector at $\mathbf k$ and the density matrix of the infinite crystal are

$$\rho_{\mathbf k}(\mathbf r,\mathbf r')=\sum_{n\,\mathrm{occ}}\phi_{n\mathbf k}(\mathbf r)\phi^*_{n\mathbf k}(\mathbf r'),\qquad \rho(\mathbf r,\mathbf r')=\Omega\int_{\mathrm{BZ}}\frac{d^3k}{(2\pi)^3}\,\rho_{\mathbf k}(\mathbf r,\mathbf r').\tag{1}$$

The exchange energy per cell and spin is

$$E_\infty=-\frac12\int d^3s\,\frac{P(\mathbf s)}{s},\qquad P(\mathbf s)=\int_{\mathrm{cell}}d^3r\,|\rho(\mathbf r,\mathbf r+\mathbf s)|^2 .\tag{2}$$

$P(\mathbf s)$ is the exchange hole, taken with a positive sign and summed over the electrons of one cell, as a function of the separation $\mathbf s$.

A $\Gamma$-centred regular mesh is the set of $\mathbf k$ with $e^{i\mathbf k\cdot\mathbf T}=1$ for every vector $\mathbf T$ of a superlattice, counted modulo $\mathbf G$. The supercell has volume $V=N_k\Omega$, its shortest nonzero lattice vector has length $d$, and its reciprocal vectors $\mathbf Q$ are all vectors of the form $\mathbf k'-\mathbf k+\mathbf G$. The mesh density matrix is

$$\rho_N(\mathbf r,\mathbf r')=\frac1{N_k}\sum_{\mathbf k}\rho_{\mathbf k}(\mathbf r,\mathbf r'),\qquad P_N(\mathbf s)=\int_{\mathrm{cell}}d^3r\,|\rho_N(\mathbf r,\mathbf r+\mathbf s)|^2 .\tag{3}$$

One assumption runs through the derivation: $\rho_{\mathbf k}$ in (3) is the same function of $\mathbf k$ as in (1). The orbitals belong to one fixed Hamiltonian, and the mesh only samples them. Section 10 returns to self-consistency.

## 2. The mesh sum and its singular term

On the mesh every orbital is periodic under $\mathbf T$, so $P_N(\mathbf s+\mathbf T)=P_N(\mathbf s)$ and $P_N$ has a Fourier series,

$$P_N(\mathbf s)=\frac1V\sum_{\mathbf Q}W(\mathbf Q)\,e^{i\mathbf Q\cdot\mathbf s},\qquad W(\mathbf Q)=\int_V d^3s\,e^{-i\mathbf Q\cdot\mathbf s}P_N(\mathbf s).\tag{4}$$

To express $W$ through orbitals, write out the square,

$$|\rho_N(\mathbf r,\mathbf r')|^2=\frac1{N_k^2}\sum_{n\mathbf k}\sum_{m\mathbf k'}\phi^*_{m\mathbf k'}(\mathbf r)\phi_{n\mathbf k}(\mathbf r)\;\phi^*_{n\mathbf k}(\mathbf r')\phi_{m\mathbf k'}(\mathbf r').$$

This is unchanged when $\mathbf r$ and $\mathbf r'$ are both shifted by a primitive vector $\mathbf R$, because the Bloch phases cancel. The cell integral over $\mathbf r$ is therefore $1/N_k$ times the supercell integral. With $\mathbf s=\mathbf r'-\mathbf r$ the exponential splits as $e^{i\mathbf Q\cdot\mathbf r}e^{-i\mathbf Q\cdot\mathbf r'}$, and since the integrand is supercell-periodic in $\mathbf r'$ the shifted domain of $\mathbf r'$ may be replaced by the fixed supercell. The two integrals are then complex conjugates of each other:

$$W(\mathbf Q)=\frac1{N_k^3}\sum_{n\mathbf k}\sum_{m\mathbf k'}\left|\int_V d^3r\,\phi^*_{m\mathbf k'}e^{i\mathbf Q\cdot\mathbf r}\phi_{n\mathbf k}\right|^2 .$$

The supercell integral is a sum over $N_k$ primitive cells with relative phases $e^{i(\mathbf k+\mathbf Q-\mathbf k')\cdot\mathbf R}$. It equals $N_k$ times the cell integral if $\mathbf k+\mathbf Q-\mathbf k'$ is a vector $\mathbf G$, and it vanishes otherwise. Exactly one mesh point $\mathbf k'$ meets the condition, so

$$W(\mathbf Q)=\frac1{N_k}\sum_{\mathbf k}\sum_{n,m\,\mathrm{occ}}\left|\int_{\mathrm{cell}}d^3r\,\phi^*_{m\mathbf k'}e^{i\mathbf Q\cdot\mathbf r}\phi_{n\mathbf k}\right|^2,\qquad \mathbf k'\equiv\mathbf k+\mathbf Q \pmod{\mathbf G}.\tag{5}$$

At $\mathbf Q=0$ orthonormality gives $W(0)=N_{\mathrm{occ}}$, the mean number of occupied bands. By (4) this is the sum rule $\int_V P_N\,d^3s=N_{\mathrm{occ}}$: one supercell holds the whole hole.

For an interaction with Fourier transform $v(q)$, the mesh exchange energy per cell and spin is

$$E_N=-\frac1{2V}\sum_{\mathbf Q}v(Q)\,W(\mathbf Q).\tag{6}$$

With $v=4\pi/Q^2$ the term $\mathbf Q=0$ is infinite, although the singularity is integrable in the limit $V^{-1}\sum_{\mathbf Q}\to\int d^3q/(2\pi)^3$. If the term is dropped, (6) and (4) give $-\frac12\int_V P_N\,v_{\mathrm{per}}\,d^3s$ with $v_{\mathrm{per}}(\mathbf s)=V^{-1}\sum_{\mathbf Q\ne0}(4\pi/Q^2)e^{i\mathbf Q\cdot\mathbf s}$. Applying the Laplacian term by term gives $\nabla^2v_{\mathrm{per}}=-4\pi\sum_{\mathbf T}\delta(\mathbf s-\mathbf T)+4\pi/V$, so $v_{\mathrm{per}}-1/s$ is smooth near the origin. For a supercell of fixed shape and linear size $L$, dimensional analysis makes this even function $L^{-1}f(\mathbf s/L)=-\alpha/L+O(s^2/L^3)$, with $\alpha$ a pure number. For a hole much smaller than the supercell the error of the energy is then $\alpha N_{\mathrm{occ}}/2L$ at leading order, however well localized the hole is. This $1/L$ law is what the truncation is meant to remove.

## 3. The truncated kernel

Define $v_c(s)=1/s$ for $s<R_c$ and $0$ otherwise. In spherical coordinates about $\mathbf q$, with $\mu$ the cosine of the polar angle,

$$v_c(q)=\int_0^{R_c}s^2ds\,\frac1s\;2\pi\int_{-1}^{1}d\mu\,e^{-iqs\mu}.$$

The angular integral is $2\sin(qs)/(qs)$. One factor of $s$ cancels, and

$$v_c(q)=\frac{4\pi}{q}\int_0^{R_c}\sin(qs)\,ds=\frac{4\pi\,(1-\cos qR_c)}{q^2}.\tag{7}$$

The identity $1-\cos 2y=2\sin^2y$ with $y=qR_c/2$ turns this into $8\pi\sin^2y/q^2$, and $q^2=4y^2/R_c^2$ gives

$$v_c(q)=2\pi R_c^2\left(\frac{\sin y}{y}\right)^2,\qquad y=\frac{qR_c}{2}.\tag{8}$$

Since $(\sin y/y)^2=1-y^2/3+O(y^4)$,

$$v_c(q)=2\pi R_c^2\left[1-\frac{(qR_c)^2}{12}+O\!\left((qR_c)^4\right)\right],\qquad v_c(0)=2\pi R_c^2 .\tag{9}$$

The limit is also the volume integral of the potential, $\int_{s<R_c}d^3s/s=4\pi R_c^2/2$. The kernel is never negative, vanishes at $qR_c=2\pi j$ for integers $j\ge1$, and oscillates between $0$ and $8\pi/q^2$ about the mean $4\pi/q^2$. The oscillation does not die out relative to the mean, because the potential has a step of height $1/R_c$.

The radius is fixed by $\frac43\pi R_c^3=V$:

$$R_c=\left(\frac{3N_k\Omega}{4\pi}\right)^{1/3}.\tag{10}$$

The $\mathbf Q=0$ term of (6) becomes $-\pi R_c^2N_{\mathrm{occ}}/V=-3N_{\mathrm{occ}}/(4R_c)$, which is of order $1/L$, as it must be if it is to help cancel a $1/L$ error. It does not do so alone. For a simple cubic supercell of edge $L$, $R_c=cL$ with $c=(3/4\pi)^{1/3}=0.6204$, and the smallest nonzero $Q$ has $QR_c=2\pi c=3.898$, where $1-\cos QR_c=1.727$. The factor does not tend to one as $Q$ grows but keeps oscillating between $0$ and $2$, so (7) must be applied to every term.

Insert (4) into the real-space integral of $v_cP_N$ over all space and use that $v_c$ is even:

$$\int d^3s\,v_c(s)P_N(\mathbf s)=\frac1V\sum_{\mathbf Q}W(\mathbf Q)\int d^3s\,v_c(s)e^{i\mathbf Q\cdot\mathbf s}=\frac1V\sum_{\mathbf Q}W(\mathbf Q)\,v_c(Q).$$

The mesh sum with the truncated kernel is therefore exactly

$$E_N=-\frac12\int_{s<R_c}d^3s\,\frac{P_N(\mathbf s)}{s}.\tag{11}$$

The step requires an integrable potential, which the bare one is not. Equation (11) holds for any $R_c$ and for any supercell shape.

The reason for the choice (10) can be read from (11). Let $m(\mathbf s)=\sum_{\mathbf T}\Theta(R_c-|\mathbf s+\mathbf T|)$, with $\Theta$ the unit step, count how often the sphere covers a point of the supercell when folded back into it. Its integral over the supercell is the volume of the sphere, so with (10) its mean is one. The hole charge inside the sphere is $\int_VmP_N=N_{\mathrm{occ}}+\int_V(m-1)P_N$. The volume left out equals the volume covered more than once, each point weighted by $m-1$, and the charge is exactly $N_{\mathrm{occ}}$ if $P_N$ takes one constant value throughout the regions where $m\neq1$. The argument concerns the charge. It does not say that the energy error is smallest at this radius.

## 4. The mesh makes the density matrix periodic

From the Bloch condition, $\rho_{\mathbf k}(\mathbf r,\mathbf r'+\mathbf R)=e^{-i\mathbf k\cdot\mathbf R}\rho_{\mathbf k}(\mathbf r,\mathbf r')$. Inserting this in (1),

$$\rho(\mathbf r,\mathbf r'+\mathbf R)=\Omega\int_{\mathrm{BZ}}\frac{d^3k}{(2\pi)^3}\,e^{-i\mathbf k\cdot\mathbf R}\rho_{\mathbf k}(\mathbf r,\mathbf r').$$

At fixed $\mathbf r,\mathbf r'$ the function $\rho_{\mathbf k}$ is periodic in $\mathbf k$, since the occupied space at $\mathbf k+\mathbf G$ is the one at $\mathbf k$. The last equation says that its Fourier coefficients are the values $\rho(\mathbf r,\mathbf r'+\mathbf R)$, so

$$\rho_{\mathbf k}(\mathbf r,\mathbf r')=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\rho(\mathbf r,\mathbf r'+\mathbf R).\tag{12}$$

Average (12) over the mesh. The sum $S(\mathbf R)=N_k^{-1}\sum_{\mathbf k}e^{i\mathbf k\cdot\mathbf R}$ equals one if $\mathbf R$ is a supercell vector, because every term is one. Otherwise there is a mesh point $\mathbf k_0$ with $e^{i\mathbf k_0\cdot\mathbf R}\ne1$; shifting all $\mathbf k$ by $\mathbf k_0$ permutes the mesh, so $S=e^{i\mathbf k_0\cdot\mathbf R}S$ and $S=0$. A mesh shifted rigidly by a twist $\boldsymbol\theta$ carries the extra factor $e^{i\boldsymbol\theta\cdot\mathbf R}$. Hence

$$\rho_N(\mathbf r,\mathbf r')=\sum_{\mathbf T}e^{i\boldsymbol\theta\cdot\mathbf T}\rho(\mathbf r,\mathbf r'+\mathbf T),\tag{13}$$

with $\boldsymbol\theta=0$ for the $\Gamma$-centred mesh. On a shifted mesh the twist cancels in $|\rho_N|^2$ under $\mathbf r'\to\mathbf r'+\mathbf T$, and the differences $\mathbf k'-\mathbf k$ are unchanged, so (4) to (11) hold as they stand.

In an insulator $\rho$ decays exponentially and (12) converges absolutely. In a metal $\rho_{\mathbf k}$ jumps at the Fermi surface, (12) converges in the mean square over $\mathbf k$, and (13) converges in the mean square over $\boldsymbol\theta$, which is what a twist average needs.

## 5. The exact error

Square (13) and separate the terms $\mathbf T=\mathbf T'$ from the rest:

$$P_N(\mathbf s)=P(\mathbf s)+\sum_{\mathbf T\ne0}P(\mathbf s+\mathbf T)+C(\mathbf s),$$

$$C(\mathbf s)=\sum_{\mathbf T\ne\mathbf T'}e^{i\boldsymbol\theta\cdot(\mathbf T-\mathbf T')}\int_{\mathrm{cell}}d^3r\,\rho(\mathbf r,\mathbf r+\mathbf s+\mathbf T)\,\rho^*(\mathbf r,\mathbf r+\mathbf s+\mathbf T').$$

Insert this in (11) and subtract (2). The first term gives $-\frac12\int_{s<R_c}P/s+\frac12\int P/s$, which is the integral over the outside of the sphere with a plus sign. The other two keep the minus sign of (11):

$$E_N-E_\infty=E_{\mathrm{tail}}-E_{\mathrm{image}}-E_{\mathrm{cross}},\tag{14}$$

$$E_{\mathrm{tail}}=\frac12\int_{s>R_c}\!\!d^3s\,\frac{P(\mathbf s)}s,\quad E_{\mathrm{image}}=\frac12\sum_{\mathbf T\ne0}\int_{s<R_c}\!\!d^3s\,\frac{P(\mathbf s+\mathbf T)}s,\quad E_{\mathrm{cross}}=\frac12\int_{s<R_c}\!\!d^3s\,\frac{C(\mathbf s)}s .$$

The tail is the part of the true hole that the cut discards. It is non-negative and makes the energy too high. The image term is the part of the neighbouring copies of the hole that reaches into the sphere. It is non-negative and makes the energy too low. The cross term is interference between different copies and has either sign. It carries no net charge: $\int_V\sum_{\mathbf T}P(\mathbf s+\mathbf T)\,d^3s=\int P\,d^3s$, which equals the number of electrons per cell because $\rho$ is a projector, and in an insulator $\int_VP_N$ is that same number, so $\int_VC=0$. The cross term reshapes the hole, and it does so near $s=0$ too, where $1/s$ is largest.

If $E_N$ is averaged over $\boldsymbol\theta$ in the Brillouin zone of the supercell, the mean of $e^{i\boldsymbol\theta\cdot(\mathbf T-\mathbf T')}$ vanishes for $\mathbf T\ne\mathbf T'$, and the cross term disappears. Tail and image do not depend on $\boldsymbol\theta$, so no shift or average of meshes changes them.

The error of the truncated mesh sum is now known exactly: it is the lost tail of the exchange hole minus an image term and a cross term, as in (14). It remains to find how fast each term falls as the mesh grows, and how large each is in a model insulator and in the electron gas.
